# Fermi-contact and dipolar hyperfine parameters from PAW spin densities: a numerical check

```python
"""
Hyperfine parameters from a PAW spin density, tested on a one-electron model.

Result under test (nucleus at the origin, spin S = 1/2, spin density n):
  A_iso = K (8 pi/3) n(0),   T_zz = K W,   W = integral n (3 cos^2 - 1)/r^3
  n(0) = smooth n(0) + sum over s-s pairs of (phi phi - smooth phi phi)(0)
  W    = smooth W    + sum over pairs with an L=2 part of the same difference
K = (mu0/4pi) g_e mu_B g_N mu_N.  Rydberg units: H = -Laplacian + V, bohr, Ry.
A state is psi = sum_l u_l(r)/r Y_l0.  The all-electron state and the smooth PAW
state come from two separate eigenproblems.
"""
import math
import numpy as np
from numpy.polynomial.legendre import leggauss, Legendre
from scipy import constants as sc
from scipy.linalg import eigh, eig
from scipy.special import eval_jacobi, lpmv

# ---------------- model parameters ----------------
Z, core_exp = 3.0, 2.5            # nuclear charge, exponent of the 2-electron core
field, field_range = 0.02, 8.0    # V_field = field * r cos(theta) exp(-(r/range)^2)
rc, r_mid, r_wall = 2.0, 8.0, 20.0
lmax, n_bub, nq = 3, 18, 48
ref_energies = [-0.4, 0.6]        # reference energies of the partial waves, Ry
g_nuc = 1.0


def potential(r):
    return -2*(Z - 2)/r - 4*(1/r + core_exp)*np.exp(-2*core_exp*r)


def potential_slope(r):
    e = np.exp(-2*core_exp*r)
    return 2*(Z - 2)/r**2 + 4*e/r**2 + 8*core_exp*(1/r + core_exp)*e


# ---------------- radial grid and piecewise polynomial basis ----------------
t, wt = leggauss(nq)
edges = [0.0, rc, r_mid, r_wall]
r = np.concatenate([a + (b - a)*(1 + t)/2 for a, b in zip(edges, edges[1:])])
w = np.concatenate([(b - a)/2*wt for a, b in zip(edges, edges[1:])])
inside = slice(0, nq)
ri, wi = r[inside], w[inside]
V = potential(r)
f_field = field*r*np.exp(-(r/field_range)**2)
nb = 3*n_bub + 2


def jacobi_with_slope(k, a, b):
    slope = 0*t if k == 0 else (k + a + b + 1)/2*eval_jacobi(k - 1, a + 1, b + 1, t)
    return eval_jacobi(k, a, b, t), slope


def radial_basis(l):
    """Continuous functions ~ r^(l+1) at 0 and zero at the wall; their slope at 0."""
    B, dB, at0 = np.zeros((nb, 3*nq)), np.zeros((nb, 3*nq)), np.zeros(nb)
    p, x = l + 1, (1 + t)/2
    h2, h3 = r_mid - rc, r_wall - r_mid
    s1, s2, s3 = slice(0, nq), slice(nq, 2*nq), slice(2*nq, 3*nq)
    B[0, s1], dB[0, s1] = x**p, p*x**(p - 1)/rc
    B[0, s2], dB[0, s2] = 1 - x, -1/h2
    at0[0] = 1/rc
    for k in range(n_bub):
        P, dP = jacobi_with_slope(k, 2, 2*p)
        B[1 + k, s1] = x**p*(1 - x)*P
        dB[1 + k, s1] = ((p*x**(p - 1)*(1 - x) - x**p)*P + 2*x**p*(1 - x)*dP)/rc
        at0[1 + k] = eval_jacobi(k, 2, 2*p, -1.0)/rc
        P, dP = jacobi_with_slope(k, 2, 2)
        for start, s, h in ((n_bub + 2, s2, h2), (2*n_bub + 2, s3, h3)):
            B[start + k, s] = (1 - t**2)*P
            dB[start + k, s] = (-2*t*P + (1 - t**2)*dP)*2/h
    B[n_bub + 1, s2], dB[n_bub + 1, s2] = x, 1/h2
    B[n_bub + 1, s3], dB[n_bub + 1, s3] = 1 - x, -1/h3
    norm = np.sqrt((B**2)@w)
    norm[0] = 1.0                  # the function with value 1 at rc stays as it is
    return B/norm[:, None], dB/norm[:, None], at0/norm


basis = [radial_basis(l) for l in range(lmax + 1)]


def cos_element(l):
    """<Y_l0 | cos(theta) | Y_(l+1)0>"""
    return (l + 1)/math.sqrt((2*l + 1)*(2*l + 3))


def assemble(pot):
    n = (lmax + 1)*nb
    H, S = np.zeros((n, n)), np.zeros((n, n))
    for l in range(lmax + 1):
        B, dB, _ = basis[l]
        a = slice(l*nb, (l + 1)*nb)
        H[a, a] = (dB*w)@dB.T + (B*(w*(l*(l + 1)/r**2 + pot)))@B.T
        S[a, a] = (B*w)@B.T
        if l < lmax:
            b = slice((l + 1)*nb, (l + 2)*nb)
            H[a, b] = cos_element(l)*(B*(w*f_field))@basis[l + 1][0].T
            H[b, a] = H[a, b].T
    return H, S


# ---------------- angular factors <l0|3cos^2-1|l'0> ----------------
mu, wmu = leggauss(24)
Y = np.array([math.sqrt((2*l + 1)/(4*np.pi))*Legendre.basis(l)(mu)
              for l in range(lmax + 1)])
dY = np.array([math.sqrt((2*l + 1)/(4*np.pi))*Legendre.basis(l).deriv()(mu)
               if l else 0*mu for l in range(lmax + 1)])
G = 2*np.pi*(Y*(wmu*(3*mu**2 - 1)))@Y.T
G[np.abs(G) < 1e-12] = 0.0
pairs = [(a, b) for a in range(lmax + 1) for b in range(lmax + 1) if G[a, b] != 0]

# ---------------- all-electron valence state ----------------
H_ae, S_ae = assemble(V)
E_all, C_all = eigh(H_ae, S_ae)
E_core, E_ae = E_all[0], E_all[1]
c_ae = C_all[:, 1].reshape(lmax + 1, nb)
u_ae = np.array([c_ae[l]@basis[l][0] for l in range(lmax + 1)])
du_ae = np.array([c_ae[l]@basis[l][1] for l in range(lmax + 1)])
weights = (u_ae**2)@w
n0_ae = (c_ae[0]@basis[0][2])**2/(4*np.pi)
pair_W = {(a, b): G[a, b]*np.sum(w*u_ae[a]*u_ae[b]/r**3) for a, b in pairs}
W_ae = sum(pair_W.values())

# Field at the nucleus from the bound current curl(n z), full density, Biot-Savart
psi = (u_ae/r).T@Y
dpsi_r = (du_ae/r - u_ae/r**2).T@Y
sin_t = np.sqrt(1 - mu**2)
dpsi_t = -sin_t*((u_ae/r).T@dY)
integrand = -(sin_t**2*2*psi*dpsi_r + sin_t*mu*2*psi*dpsi_t/r[:, None])
B_current = 2*np.pi*w@integrand@wmu
B_formula = 8*np.pi/3*n0_ae + W_ae
assert abs(B_current/B_formula - 1) < 1e-6


# ---------------- PAW data set ----------------
slope_c = potential_slope(rc)
v_smooth = V.copy()
v_smooth[inside] = potential(rc) - slope_c*rc/2 + slope_c/(2*rc)*ri**2


def paw_channel(l, energies):
    """Partial waves, smooth partial waves, projectors and overlap/energy terms."""
    B, dB, at0 = basis[l]
    Bi, dBi = B[:n_bub + 1, inside], dB[:n_bub + 1, inside]
    x = ri/rc
    powers = l + 1 + 2*np.arange(3)
    u, us, chi, u0, us0 = [], [], [], [], []
    for E in energies:
        A = (dBi*wi)@dBi.T + (Bi*(wi*(l*(l + 1)/ri**2 + V[inside] - E)))@Bi.T
        c = np.concatenate([[1.0], -np.linalg.solve(A[1:, 1:], A[1:, 0])])
        slope = A[0]@c
        curvature = l*(l + 1)/rc**2 + potential(rc) - E
        a = np.linalg.solve(np.array([powers**0, powers, powers*(powers - 1)], float),
                            np.array([1.0, rc*slope, rc**2*curvature]))
        smooth = sum(ak*x**p for ak, p in zip(a, powers))
        kinetic = -sum(ak*(p*(p - 1) - l*(l + 1))*x**(p - 2.0)
                       for ak, p in zip(a, powers))/rc**2
        u.append(c@Bi)
        us.append(smooth)
        chi.append(kinetic + (v_smooth[inside] - E)*smooth)
        u0.append(c@at0[:n_bub + 1])
        us0.append(a[0]/rc)
    u, us, chi = np.array(u), np.array(us), np.array(chi)
    M = (chi*wi)@us.T
    proj = np.linalg.solve(M, chi)
    q = (u*wi)@u.T - (us*wi)@us.T
    D = q*np.array(energies)[None, :] - M.T
    assert np.max(np.abs(D - D.T)) < 1e-6*max(1.0, np.max(np.abs(D)))
    return dict(u=u, us=us, q=q, D=(D + D.T)/2, pb=(proj*wi)@B[:, inside].T,
                u0=np.array(u0), us0=np.array(us0))


def paw_solution(energies):
    ch = [paw_channel(l, energies) for l in range(lmax + 1)]
    H, S = assemble(v_smooth)
    for l in range(lmax + 1):
        a, pb = slice(l*nb, (l + 1)*nb), ch[l]['pb']
        H[a, a] += pb.T@ch[l]['D']@pb
        S[a, a] += pb.T@ch[l]['q']@pb
        if l < lmax:
            b, nxt = slice((l + 1)*nb, (l + 2)*nb), ch[l + 1]
            wf = wi*f_field[inside]
            d = cos_element(l)*((ch[l]['u']*wf)@nxt['u'].T - (ch[l]['us']*wf)@nxt['us'].T)
            add = pb.T@d@nxt['pb']
            H[a, b] += add
            H[b, a] += add.T
    vals, vecs = eig(H, S)
    distance = np.where(np.isfinite(vals), np.abs(vals - energies[0]), np.inf)
    k = int(np.argmin(distance))
    assert abs(vals[k].imag) < 1e-8
    v = vecs[:, k]
    v = (v/v[np.argmax(np.abs(v))]).real
    norm = v@S@v
    assert norm > 0
    c = (v/math.sqrt(norm)).reshape(lmax + 1, nb)
    if c[0]@ch[0]['pb'][0] < 0:
        c = -c
    us = np.array([c[l]@basis[l][0] for l in range(lmax + 1)])
    amp = [ch[l]['pb']@c[l] for l in range(lmax + 1)]
    # contact density: smooth part, one-centre full part, one-centre smooth part
    n_parts = np.array([(c[0]@basis[0][2])**2, (amp[0]@ch[0]['u0'])**2,
                        (amp[0]@ch[0]['us0'])**2])/(4*np.pi)
    # dipolar integral: the same three parts
    W_parts = np.zeros(3)
    for a, b in pairs:
        W_parts[0] += G[a, b]*np.sum(w*us[a]*us[b]/r**3)
        for i, key in ((1, 'u'), (2, 'us')):
            radial = (ch[a][key]*(wi/ri**3))@ch[b][key].T
            W_parts[i] += G[a, b]*amp[a]@radial@amp[b]
    return dict(E=vals[k].real, n=n_parts, W=W_parts, amp=amp, ch=ch,
                n0=n_parts[0] + n_parts[1] - n_parts[2],
                Wt=W_parts[0] + W_parts[1] - W_parts[2])


one = paw_solution(ref_energies[:1])
two = paw_solution(ref_energies)
# Finite partial-wave sets do not span the field response exactly: percent level.
assert abs(two['E'] - E_ae) < 1e-3
assert abs(two['n0']/n0_ae - 1) < 0.01
assert abs(two['Wt']/W_ae - 1) < 0.03

# ---------------- only L = 2 couples to the dipolar kernel ----------------
phi = 2*np.pi*np.arange(24)/24
MU, PHI = np.meshgrid(mu, phi, indexing='ij')
WS = np.repeat(wmu[:, None], 24, axis=1)*2*np.pi/24
st = np.sqrt(1 - MU**2)
nvec = np.array([st*np.cos(PHI), st*np.sin(PHI), MU])
kernel = 3*nvec[:, None]*nvec[None, :] - np.eye(3)[:, :, None, None]
coupling = []
for L in range(5):
    biggest = 0.0
    for m in range(-L, L + 1):
        k = abs(m)
        N = math.sqrt((2*L + 1)/(4*np.pi)*math.factorial(L - k)/math.factorial(L + k))
        ang = 1.0 if m == 0 else math.sqrt(2)*(np.cos(k*PHI) if m > 0 else np.sin(k*PHI))
        harmonic = N*lpmv(k, L, MU)*ang
        biggest = max(biggest, np.max(np.abs(np.sum(kernel*harmonic*WS, axis=(2, 3)))))
    coupling.append(biggest)
assert coupling[2] > 0.1 and max(coupling[L] for L in (0, 1, 3, 4)) < 1e-11

# ---------------- plane-wave form of the smooth dipolar integral ----------------
ga, gc, cell = 1.0, 0.5, 16.0      # density ~ exp(-ga(x^2+y^2) - gc z^2), cubic cell
g1 = 2*np.pi*np.arange(-25, 26)/cell
gx, gy, gz = np.meshgrid(g1, g1, g1, indexing='ij')
g2 = gx**2 + gy**2 + gz**2
g2[25, 25, 25] = 1.0
term = (gz**2/g2 - 1/3)*np.exp(-(gx**2 + gy**2)/(4*ga) - gz**2/(4*gc))
term[25, 25, 25] = 0.0
W_recip = -4*np.pi/cell**3*term.sum()
rr, wr = 5*(1 + leggauss(80)[0]), 5*leggauss(80)[1]
shape = np.exp(-rr[:, None]**2*(ga + (gc - ga)*mu**2))@(wmu*(3*mu**2 - 1))
W_real = 2*np.pi*ga*math.sqrt(gc)/np.pi**1.5*np.sum(wr*shape/rr)
assert abs(W_recip - W_real) < 3e-4       # periodic images fall off as cell^-5

# ---------------- conversion to MHz ----------------
pc = sc.physical_constants
g_e = abs(pc['electron g factor'][0])
a0 = pc['Bohr radius'][0]
K = (sc.mu_0/(4*np.pi)*g_e*pc['Bohr magneton'][0]*g_nuc*pc['nuclear magneton'][0]
     / a0**3/sc.h/1e6)
K_alpha = (g_e*g_nuc*sc.fine_structure**2*sc.m_e/sc.m_p/2
           * pc['Rydberg constant times c in Hz'][0]/1e6)
assert abs(K/K_alpha - 1) < 1e-7
A_iso, T_zz = K*8*np.pi/3*two['n0'], K*two['Wt']

# ---------------- output ----------------
print(f"nuclear charge {Z:.0f}, core exponent {core_exp} 1/bohr, g_N {g_nuc}")
print(f"field {field} Ry/bohr, range {field_range} bohr, rc {rc} bohr, wall {r_wall} bohr")
print(f"reference energies {ref_energies} Ry, l up to {lmax}")
print(f"core level, all-electron      {E_core:.5f} Ry")
print(f"valence level, all-electron   {E_ae:.6f} Ry")
print(f"valence level, PAW 1 wave/l   {one['E']:.6f} Ry")
print(f"valence level, PAW 2 waves/l  {two['E']:.6f} Ry")
print("weights of s,p,d,f:", " ".join(f"{x:.5f}" for x in weights))
print("largest kernel coupling, L=0..4:", " ".join(f"{x:.1e}" for x in coupling))
print(f"bound-current field   {B_current:.7f} bohr^-3")
print(f"contact + dipolar     {B_formula:.7f} bohr^-3")
s = two['ch'][0]
for i in range(2):
    print(f"s wave {i+1}: phi(0) {s['u0'][i]/math.sqrt(4*np.pi):.5f}, smooth phi(0) "
          f"{s['us0'][i]/math.sqrt(4*np.pi):.5f}, amplitude {two['amp'][0][i]:.5f}"
          " (waves scaled to u(rc)=1)")
for name, key, total, ref in (("n(0)", 'n', 'n0', n0_ae), ("W", 'W', 'Wt', W_ae)):
    print(f"{name} smooth part            {two[key][0]:.6f} bohr^-3")
    print(f"{name} one-centre full part   {two[key][1]:.6f} bohr^-3")
    print(f"{name} one-centre smooth part {two[key][2]:.6f} bohr^-3")
    print(f"{name} PAW total, 2 waves/l   {two[total]:.6f} bohr^-3")
    print(f"{name} all-electron           {ref:.6f} bohr^-3")
    print(f"{name} error: 1 wave {100*(one[total]/ref-1):.3f} %, "
          f"2 waves {100*(two[total]/ref-1):.3f} %")
letters = "spdf"
for a, b in pairs:
    if a <= b:
        value = pair_W[(a, b)]*(1 if a == b else 2)
        print(f"all-electron W from {letters[a]}-{letters[b]} pairs {value:.7f} bohr^-3")
print(f"Gaussian test: plane-wave sum {W_recip:.6f}, real space {W_real:.6f} bohr^-3")
print(f"K {K:.6f} MHz bohr^3; from fine-structure constant {K_alpha:.6f} MHz bohr^3")
print(f"A_iso PAW {A_iso:.4f} MHz, all-electron {K*8*np.pi/3*n0_ae:.4f} MHz")
print(f"T_zz PAW {T_zz:.5f} MHz, all-electron {K*W_ae:.5f} MHz")
print(f"T_xx = T_yy PAW {-T_zz/2:.5f} MHz")
print(f"A_par {A_iso+T_zz:.4f} MHz, A_perp {A_iso-T_zz/2:.4f} MHz")
print("ALL CHECKS PASSED")
```

It prints:

```
nuclear charge 3, core exponent 2.5 1/bohr, g_N 1.0
field 0.02 Ry/bohr, range 8.0 bohr, rc 2.0 bohr, wall 20.0 bohr
reference energies [-0.4, 0.6] Ry, l up to 3
core level, all-electron      -2.58929 Ry
valence level, all-electron   -0.367092 Ry
valence level, PAW 1 wave/l   -0.367105 Ry
valence level, PAW 2 waves/l  -0.367090 Ry
weights of s,p,d,f: 0.92080 0.07848 0.00072 0.00000
largest kernel coupling, L=0..4: 5.9e-15 7.1e-16 3.2e+00 6.2e-16 2.5e-14
bound-current field   1.7116989 bohr^-3
contact + dipolar     1.7116989 bohr^-3
s wave 1: phi(0) -1.39850, smooth phi(0) 0.03352, amplitude 0.29633 (waves scaled to u(rc)=1)
s wave 2: phi(0) -1.43793, smooth phi(0) 0.11448, amplitude 0.02457 (waves scaled to u(rc)=1)
n(0) smooth part            0.000172 bohr^-3
n(0) one-centre full part   0.202275 bohr^-3
n(0) one-centre smooth part 0.000162 bohr^-3
n(0) PAW total, 2 waves/l   0.202285 bohr^-3
n(0) all-electron           0.203910 bohr^-3
n(0) error: 1 wave 3.143 %, 2 waves -0.797 %
W smooth part            0.003233 bohr^-3
W one-centre full part   0.001716 bohr^-3
W one-centre smooth part 0.001513 bohr^-3
W PAW total, 2 waves/l   0.003437 bohr^-3
W all-electron           0.003423 bohr^-3
W error: 1 wave 0.759 %, 2 waves 0.394 %
all-electron W from s-d pairs 0.0005488 bohr^-3
all-electron W from p-p pairs 0.0028632 bohr^-3
all-electron W from p-f pairs 0.0000070 bohr^-3
all-electron W from d-d pairs 0.0000043 bohr^-3
all-electron W from f-f pairs 0.0000000 bohr^-3
Gaussian test: plane-wave sum 0.138663, real space 0.138645 bohr^-3
K 95.521304 MHz bohr^3; from fine-structure constant 95.521304 MHz bohr^3
A_iso PAW 161.8757 MHz, all-electron 163.1767 MHz
T_zz PAW 0.32829 MHz, all-electron 0.32700 MHz
T_xx = T_yy PAW -0.16414 MHz
A_par 162.2039 MHz, A_perp 161.7115 MHz
ALL CHECKS PASSED
```
